# Complex Energy Contours for the Valence Charge Density, part 1

(Sections cited here and not found follow in the second part.)

## First half: moving the energy integral off the real axis

### The decision

A multiple-scattering calculation delivers the Green function at one energy at a time. Each energy costs a solution of the scattering equations, and in a crystal that solution is repeated for many wave vectors. Before the charge density can be computed, someone must decide at which energies to do this work. Real energies between the bottom of the valence band and the Fermi energy look natural, but there the Green function has poles or sharp band-edge features, and unless their positions are found and treated one by one, a fine energy mesh is needed. We shall show that the same density follows from complex energies on an arc above the real axis, where the Green function is smooth. In the example of the second half, eight energies on the arc give the density at a chosen point to about two parts in a million.

### Setting and conventions

We work in a mean-field picture: independent electrons move in a fixed real potential with a self-adjoint Hamiltonian $H$. Its levels $\varepsilon_j$ are real and its orbitals $\psi_j$ are normalized. The temperature is zero and both spins have the same orbitals. For simplicity the position is a single coordinate $x$.

Let $E_F$ be the Fermi energy, and let $E_B$ be an energy in the gap between the core levels and the valence band. The valence density is

$$ n(x) = 2 \sum_{E_B < \varepsilon_j < E_F} |\psi_j(x)|^2 , $$

where the factor 2 counts spin. The core density is computed separately and added.

The Green function is defined with the sign convention $G(z) = (z - H)^{-1}$, where $z$ is a complex energy. Acting on an orbital, $z - H$ gives the number $z - \varepsilon_j$, so its inverse gives $1/(z - \varepsilon_j)$. Expanding in the complete set of orbitals and taking both positions equal to $x$, we get

$$ G(x,x;z) = \sum_j \frac{|\psi_j(x)|^2}{z - \varepsilon_j} . $$

In an infinite crystal the levels merge into bands. The sum then becomes an integral over the local density of states per spin, $\rho(x,\varepsilon)$:

$$ G(x,x;z) = \int \frac{\rho(x,\varepsilon)}{z - \varepsilon} \, d\varepsilon . $$

In one dimension $\rho$ falls off as $\varepsilon^{-1/2}$ at high energy, as for free electrons, and the integral converges. In three dimensions $\rho$ grows as $\varepsilon^{1/2}$ and it diverges. The remedy is to use $G(z) - G(E_B)$, whose terms contain

$$ \frac{1}{z - \varepsilon} - \frac{1}{E_B - \varepsilon} = \frac{E_B - z}{(z - \varepsilon)(E_B - \varepsilon)} . $$

This falls off as $\varepsilon^{-2}$, which is enough. The subtracted terms are real and independent of $z$. Integrated between two real energies they give a real number, and we shall need only the imaginary part of the integral. The subtraction therefore leaves the density unchanged.

### The density from energies just above the axis

Take $z = E + i\eta$ with $E$ real and $\eta > 0$. Multiplying numerator and denominator by the complex conjugate of the denominator gives

$$ \frac{1}{E + i\eta - \varepsilon} = \frac{E - \varepsilon - i\eta}{(E - \varepsilon)^2 + \eta^2} , \qquad \mathrm{Im}\, \frac{1}{E + i\eta - \varepsilon} = - \frac{\eta}{(E - \varepsilon)^2 + \eta^2} . $$

The imaginary part is a negative peak of width set by $\eta$. Its integral over the energy window, multiplied by $-1/\pi$, is the weight that the window assigns to the level $\varepsilon$:

$$ w_\eta(\varepsilon) = \frac{1}{\pi} \left[ \arctan \frac{E_F - \varepsilon}{\eta} - \arctan \frac{E_B - \varepsilon}{\eta} \right] . $$

Now let $\eta$ go to zero from above. For a level inside the window the two arctangents tend to $\pi/2$ and $-\pi/2$, and the weight tends to 1. For a level outside they tend to the same value, and the weight tends to 0. Multiplying by $2 |\psi_j(x)|^2$ and summing over levels, we find

$$ n(x) = - \frac{2}{\pi} \lim_{\eta \to 0^+} \mathrm{Im} \int_{E_B}^{E_F} G(x,x;E + i\eta) \, dE . $$

One might keep $\eta$ finite to make the integrand smoother. The weight formula shows the price. For an occupied level a distance $d \gg \eta$ below $E_F$, and much farther from $E_B$, we use $\arctan(d/\eta) = \pi/2 - \arctan(\eta/d) \approx \pi/2 - \eta/d$. Its weight is then too small by about $\eta/(\pi d)$. A level the same distance above $E_F$ gets a false weight of the same size. A small $\eta$ avoids this error but leaves narrow peaks to be resolved. Deforming the path removes the conflict.

### Why the Green function is analytic above the axis

A function is analytic where it has a complex derivative. For one term of the spectral sum, and a small complex step $h$,

$$ \frac{1}{h} \left[ \frac{1}{z + h - \varepsilon} - \frac{1}{z - \varepsilon} \right] = - \frac{1}{(z - \varepsilon)(z + h - \varepsilon)} . $$

The expected derivative is $-1/(z - \varepsilon)^2$. The difference between the quotient and this value is

$$ - \frac{1}{(z - \varepsilon)(z + h - \varepsilon)} + \frac{1}{(z - \varepsilon)^2} = \frac{h}{(z - \varepsilon)^2 (z + h - \varepsilon)} . $$

Let $\mathrm{Im}\, z = y > 0$ and $|h| < y/2$. Because $\varepsilon$ is real, $|z + h - \varepsilon|$ is at least its imaginary part, which exceeds $y/2$. The error of the whole sum is therefore smaller than

$$ \frac{2|h|}{y} \sum_j \frac{|\psi_j(x)|^2}{|z - \varepsilon_j|^2} . $$

The sum is finite, since its terms fall off as $\varepsilon^{-2}$ times the density of states. The error vanishes with $h$, so $G(x,x;z)$ is analytic at every $z$ in the upper half plane. The one property of the levels used here is that they are real. Whether they form a discrete set or bands makes no difference.

The physical content is that all excitation energies of an isolated, loss-free system are real. The singularities of $G$ lie on the real axis, and a path above the axis passes none of them.

### Changing the path

Let $C$ be a path of finite length from $E_B$ to $E_F$ whose interior lies in the upper half plane. A semicircle is one choice. Shift the whole path upward by $i\eta$ and call the result $C_\eta$. It begins at $E_B + i\eta$ and ends at $E_F + i\eta$, the same two points as the straight line in the density formula. Both paths lie in the region where $G$ is analytic, and this region has no holes. Cauchy's theorem then says that the two integrals are equal:

$$ \int_{E_B}^{E_F} G(x,x;E + i\eta) \, dE = \int_{C_\eta} G(x,x;z) \, dz = \int_C G(x,x;z + i\eta) \, dz . $$

The last form writes the shifted path as the fixed path with a shifted argument. It remains to let $\eta \to 0^+$ on the right. Away from its two ends, $C$ stays at a finite height and $G(z + i\eta)$ tends smoothly to $G(z)$. At the ends it is enough that $G$ stays bounded, because a short piece of path then contributes little.

At $E_B$ this is clear: there are no levels nearby and $G$ is regular. At $E_F$ there may be a continuum. Suppose that $\rho(x,\varepsilon)$ has a bounded slope, at most $K$ in size, within a distance $b$ of $E_F$. Write $X = \mathrm{Re}\, z$ and split the nearby part of the spectral integral:

$$ \int_{E_F - b}^{E_F + b} \frac{\rho(x,\varepsilon)}{z - \varepsilon} d\varepsilon = \rho(x,X) \ln \frac{z - E_F + b}{z - E_F - b} + \int_{E_F - b}^{E_F + b} \frac{\rho(x,\varepsilon) - \rho(x,X)}{z - \varepsilon} d\varepsilon . $$

The logarithm is bounded for $z$ near $E_F$, because neither its numerator nor its denominator is then small. In the last integral the numerator is at most $K|\varepsilon - X|$, and $|\varepsilon - X| \le |z - \varepsilon|$. The integrand is at most $K$ and the integral at most $2bK$. Hence $G$ is bounded near $E_F$, and we obtain the result

$$ n(x) = - \frac{2}{\pi} \, \mathrm{Im} \int_C G(x,x;z) \, dz . $$

The limit $\eta \to 0^+$ has disappeared. The path touches the real axis at its two ends and nowhere else.

### The same result, one level at a time

Cauchy's theorem tells us that the path may be moved. A direct look at a single level shows how a path that stays away from the levels can still tell occupied from empty ones.

Write $z - \varepsilon = r e^{i\alpha}$, where $r$ is the distance from the level to the point $z$ and $\alpha$ is the direction. Then

$$ dz = e^{i\alpha} dr + i r e^{i\alpha} d\alpha , \qquad \frac{dz}{z - \varepsilon} = \frac{dr}{r} + i \, d\alpha . $$

Integrating along $C$ gives

$$ \int_C \frac{dz}{z - \varepsilon} = \ln \frac{|E_F - \varepsilon|}{|E_B - \varepsilon|} + i (\alpha_F - \alpha_B) , $$

where $\alpha_B$ and $\alpha_F$ are the directions at the start and the end. Since $C$ lies above the axis, $\alpha$ stays between 0 and $\pi$ and cannot wind around. There are three cases.

- If $\varepsilon < E_B$, both ends lie to the right of the level. Both angles are 0, and the imaginary part is 0.
- If $E_B < \varepsilon < E_F$, the path starts to the left of the level and ends to its right. The angle goes from $\pi$ to 0, and the imaginary part is $-\pi$.
- If $\varepsilon > E_F$, both ends lie to the left. Both angles are $\pi$, and the imaginary part is 0.

Multiplication by $-2/\pi$ gives 2 electrons for a level in the window and none for a level outside. The core levels drop out even though their part of $G$ is not zero on $C$. What they leave in the integral is the real logarithm, which the imaginary part discards.

The angles also show what goes wrong when a discrete level lies at $E_F$. The distance $r$ then shrinks to zero at the end of the path, the logarithm diverges, and the final angle depends on the direction of approach. A path arriving vertically has $\alpha_F = \pi/2$ and gives the level half its weight. In a continuum no single level carries a finite weight, so this ambiguity does not enter the density. The bound on $G$ derived above still needs a bounded slope of $\rho$ near $E_F$, and it does not cover an $E_F$ placed at a band edge where $\rho$ diverges.

### The closed loop and off-diagonal elements

Since the levels are real, the spectral form gives $G(x,x;z^*) = G(x,x;z)^*$. Let $I = \int_C G \, dz$. Its complex conjugate $I^*$ is the integral of $G$ along the mirror path $C^*$, which runs from $E_B$ to $E_F$ below the axis. With $\mathrm{Im}\, I = (I - I^*)/(2i)$ the density becomes

$$ n(x) = - \frac{1}{\pi i} \left[ \int_C G \, dz - \int_{C^*} G \, dz \right] = \frac{2}{2\pi i} \oint G(x,x;z) \, dz . $$

The loop runs to the right below the axis and back to the left above it, so it is counterclockwise. For discrete levels it encloses the occupied valence poles, whose residues are $|\psi_j(x)|^2$, and the residue theorem returns the sum we started from. The mirror symmetry lets us compute the upper half of the loop alone.

For two different positions, $\psi_j(x) \psi_j^*(x')$ may be complex, and for a single level the imaginary part then no longer isolates the angle. With a real potential the orbitals can be chosen real, so $G(x,x';z) = G(x',x;z)$ and the imaginary part of the full sum still suffices. It fails when $H$ is complex Hermitian, as in a magnetic field or at a fixed Bloch wave vector. With $I(x,x') = \int_C G(x,x';z) \, dz$, the combination that isolates the angle in every case is

$$ n(x,x') = - \frac{1}{\pi i} \left[ I(x,x') - I(x',x)^* \right] . $$

For one level the bracket is $\psi_j(x) \psi_j^*(x')$ times the difference between the integral of $1/(z - \varepsilon_j)$ and its conjugate. That difference is $-2\pi i$ for an occupied valence level and 0 otherwise, which gives $2 \psi_j(x) \psi_j^*(x')$ or nothing. At $x' = x$ the earlier formula returns.

## Second half: a crystal worked through

### What is taken over

The Green function is $G(z) = (z - H)^{-1}$, with $z$ a complex energy. The energy $E_B$ lies in the gap below the valence band, and $E_F$ is the Fermi energy. For any path $C$ from $E_B$ to $E_F$ through the upper half plane, the valence density with both spins is

$$ n(x) = - \frac{2}{\pi} \, \mathrm{Im} \int_C G(x,x;z) \, dz . $$

A level inside the window gets weight 1 per spin and a level outside gets weight 0. We now need a crystal whose Green function can be written down, and a rule for the integral.

We have shown that the valence density follows from the Green function integrated along any path from $E_B$ to $E_F$ through the upper half plane, with weight 1 per spin for levels inside the window and 0 for levels outside. It remains to choose a crystal whose Green function can be written down, and a rule for the integral.
